Modulation Broadening of a Lorentzian Resonance Line in Lock-in Detection

**Problem**

A ferromagnetic resonance line is recorded at fixed microwave frequency by sweeping a static field B and adding a small sinusoidal field. All fields are written as B = μ0H. The total field is

B + b cos θ, θ = Ωt,

where b is the amplitude, half the peak-to-peak swing. The absorption is a single Lorentzian,

P(B) = A w² / [(B − B_r)² + w²],

with half width at half maximum w. The modulation is slow, so that the absorption follows the instantaneous field. The lock-in amplifier delivers the in-phase first Fourier coefficient

S(B) = (1/π) ∫₀^{2π} P(B + b cos θ) cos θ dθ.

The recorded linewidth D is the field distance between the maximum and the minimum of S. Its limit for b → 0 is called D0.

(a) Expand S in powers of b.

(b) Find the leading difference between D and D0. Does its coefficient depend on the line being Lorentzian?

(c) Find D for arbitrary b, and use it to judge the leading result and to recover D0 from a recorded width.

(d) An in-plane magnetized film has Gilbert damping α = 0.007, μ0M = 1000 mT and g = 2.1, and is measured at 9.5 GHz. Find the recorded width for b = 1 mT and the damping that would be inferred from it without correction.

(e) What does constant modulation do to a damping constant taken from the slope of linewidth against frequency?

(f) Estimate the effects that the model leaves out.

**Solution**

**(a) The first-harmonic expansion**

Taylor's series about the static field gives

P(B + b cos θ) = Σₙ (bⁿ/n!) P⁽ⁿ⁾(B) cosⁿθ.

Multiplication by cos θ and integration leaves averages of cosⁿ⁺¹θ. For even n the power n + 1 is odd and the average vanishes. For n = 2k + 1,

(1/π) ∫₀^{2π} cos^{2k+2}θ dθ = 2 (2k+2)! / {4^{k+1} [(k+1)!]²}.

Dividing by (2k+1)! and using (2k+2)!/(2k+1)! = 2(k+1), we obtain

4(k+1) / {4^{k+1} [(k+1)!]²} = 1 / [4^k k! (k+1)!].

Therefore

S = Σₖ b^{2k+1} P^{(2k+1)} / [4^k k! (k+1)!]
 = b P′ + (b³/8) P‴ + (b⁵/192) P⁽⁵⁾ + …

For the Lorentzian this series converges if b < √[(B − B_r)² + w²], hence at every field if b < w. Part (c) does not rely on it. The first term is the derivative signal. The second has the same parity about the line centre, so it leaves the zero crossing in place but moves the extrema.

**(b) The leading shift of the extrema**

An extremum of S satisfies S′ = 0. After division by b,

P″ + (b²/8) P⁗ + O(b⁴) = 0.

Let B₀ be the extremum for b → 0, where P″(B₀) = 0, and let the new one lie at B₀ + δ. To first order P″(B₀ + δ) = δ P‴(B₀), and since P‴(B₀) is not zero,

δ = −(b²/8) P⁗(B₀)/P‴(B₀).

For the Lorentzian, use x = (B − B_r)/w, m = b/w and L = 1/(1 + x²). Successive differentiation gives

L′ = −2x/(1 + x²)²
L″ = (6x² − 2)/(1 + x²)³
L‴ = 24x(1 − x²)/(1 + x²)⁴
L⁗ = 24(1 − 10x² + 5x⁴)/(1 + x²)⁵.

The zeros of L″ are x = ±x₀ with x₀ = 1/√3, so

D0 = 2w/√3.

At x₀ we have 1 − x₀² = 2/3, 1 + x₀² = 4/3 and 1 − 10x₀² + 5x₀⁴ = −16/9. Hence

L⁗/L‴ = (−16/9) / [x₀ (2/3)(4/3)] = −2/x₀ = −2√3.

The shift of x is therefore −(m²/8)(−2√3) = +√3 m²/4. It is outward, and the other extremum moves outward equally by symmetry. The width relative to its unmodulated value is

D/D0 = 1 + (√3 m²/4)/(1/√3) = 1 + 3m²/4.

Because w² = 3D0²/4, we have m² = 4b²/(3D0²), and

D = D0 [1 + (b/D0)² + O((b/D0)⁴)].

The leading overestimate is quadratic in b, with coefficient one. In terms of the peak-to-peak swing 2b the coefficient is 1/4; in terms of the rms value b/√2 it is 2. The absolute excess is b²/D0, so a given modulation does more harm to a narrow line.

The quadratic power does not depend on the line being Lorentzian: the first correction to S is of relative order b², and even a term c b²P″ would only move both extrema by the same −cb and leave the width unchanged at first order. The coefficient, however, depends on line shape. For a Gaussian exp(−x²/2), with x now measured in standard deviations σ, the derivatives are

P″ = (x² − 1)P, P‴ = (3x − x³)P, P⁗ = (x⁴ − 6x² + 3)P.

At x₀ = 1 the ratio P⁗/P‴ is −2/2 = −1, and the shift of x is b²/(8σ²). Since D0 = 2σ, the relative excess is b²/(2D0²). The coefficient is 1/2, half the Lorentzian value.

**(c) Arbitrary modulation amplitude**

The Lorentzian can be averaged without a series. Put z = x − i. Then 1/z = (x + i)/(x² + 1), so L = Im(1/z), and

S/A = Im (1/π) ∫₀^{2π} cos θ/(z + m cos θ) dθ.

The integrand is rewritten as

cos θ/(z + m cos θ) = (1/m)[1 − z/(z + m cos θ)].

For the remaining integral set u = e^{iθ}, which gives

∫₀^{2π} dθ/(z + m cos θ) = ∮ 2 du / [i(mu² + 2zu + m)].

The poles are u± = (−z ± s)/m with s² = z² − m². Their product is 1, so one lies inside the unit circle. Choose the root s that approaches z for large |z|; then u₊ is the inner pole. It remains so throughout the lower half-plane of z, because a pole on the circle would require z = −m cos θ, which is real. The residue theorem gives 2π/s, and

S/A = −(2/m) Im(z/s).

From ds/dz = z/s,

d(z/s)/dz = 1/s − z²/s³ = −m²/s³,

and therefore

dS/dx = 2mA Im(s⁻³).

For x > 0, s² = x² − 1 − m² − 2ix lies in the lower half-plane. Call its argument φ, with −π < φ < 0. The chosen root has argument φ/2, and s⁻³ has argument −3φ/2, between 0 and 3π/2. Its imaginary part vanishes there at the single value π, so φ = −2π/3. At this angle the imaginary part of s² is √3 times its real part:

−2x = √3 (x² − 1 − m²),

or

x² + 2x/√3 − (1 + m²) = 0.

The positive solution is

x_p = −1/√3 + √(4/3 + m²).

Near x = 0 the slope of S is negative and at large x it is positive, so x_p is the minimum. S is odd about the centre, and the maximum is at −x_p. With D = 2w x_p and w = √3 D0/2,

D = −D0 + D0 √(4 + 3m²).

Inserting 3m² = 4b²/D0² gives

D = 2√(D0² + b²) − D0.

With q = b/D0 this expands as

D/D0 = 1 + q² − q⁴/4 + …

For y ≥ 0 the square root obeys 1 + y/2 − y²/8 ≤ √(1 + y) ≤ 1 + y/2. Setting y = q² shows that D/D0 lies between 1 + q² − q⁴/4 and 1 + q². The quadratic law thus errs on the high side, by at most q⁴/4 of D0. As a numerical check, the width was found by averaging the Lorentzian over a modulation cycle at q = 0.05 and q = 0.1; the excess grew as the power 1.997 of b.

In the opposite limit, b ≫ D0, the width tends to 2b − D0. The recorded width is then dominated by the modulation swing, and D0 appears only as the small difference 2b − D, which is very sensitive to errors in b.

To recover D0, write D + D0 = 2√(D0² + b²) and square:

3D0² − 2D D0 + 4b² − D² = 0.

The solutions are [D ± 2√(D² − 3b²)]/3. Their product is (4b² − D²)/3. If D > 2b the product is negative and only the upper sign gives a positive width; if D = 2b the lower one gives zero. Thus

D0 = [D + 2√(D² − 3b²)]/3, for D ≥ 2b.

The condition involves only measured quantities and is equivalent to q ≤ 3/4. For small b the formula reduces to D0 ≈ D − b²/D. If D < 2b both roots are positive, and a second recording with a different b can decide between them. The upper root is the true one for q < √3 and the lower one for q > √3. At q = √3 the roots merge, D takes its smallest value √3 b for the given b, and dD/dD0 = 0, so near that point D carries almost no information on D0.

**(d) The film**

The width must first be related to the damping. Let the static field and magnetization point along x in the film plane, and let z be the film normal. The unit magnetization is (1, m_y, m_z) for small motion. The microwave field b_rf e^{iωt} is along y, and the demagnetizing field is −B_M m_z along z, with B_M = μ0M. The Gilbert equation is

dm/dt = −γ m × B + α m × dm/dt.

With u = αω/γ and B′ = B + iu, its linear components are

iω m_y = −γ(B′ + B_M) m_z
iω m_z = γB′ m_y − γ b_rf.

The damping terms have combined with the fields to form B′. Eliminating m_z gives

m_y/b_rf = (B′ + B_M) / [B′(B′ + B_M) − (ω/γ)²].

Define the positive resonance field by B_r(B_r + B_M) = (ω/γ)². The denominator factors into (B′ − B_r)(B′ + B_r + B_M), and partial fractions give

m_y/b_rf = [(B_r + B_M)/(B′ − B_r) + B_r/(B′ + B_r + B_M)] / (2B_r + B_M).

The absorbed power is proportional to −Im(m_y/b_rf). In the first term the weight is real and B′ − B_r = B − B_r + iu, so this term is a Lorentzian of half width

w = αω/γ.

The second term is centred at −(B_r + B_M), far outside the sweep.

For g = 2.1, γ/2π = 29.392 GHz/T. At 9.5 GHz this gives ω/γ = 323.22 mT and B_r = 95.37 mT. Therefore

w = 0.007 × 323.22 mT = 2.2625 mT
D0 = 2 × 2.2625 mT/√3 = 2.6125 mT (26.13 Oe).

For b = 1 mT, q = 1/2.6125 = 0.383 and q² = 0.1465. The quadratic law predicts 2.995 mT. The full formula gives

D = 2√(2.6125² + 1²) mT − 2.6125 mT = 2.982 mT (29.82 Oe),

an overestimate of 14.15 % relative to D0. Direct averaging of the full film response, including its second term, gives the same width to the four printed decimals. The widths at fixed microwave frequency are:

b = 0.2 mT: D = 2.628 mT, excess 0.59 %
b = 0.5 mT: D = 2.707 mT, excess 3.63 %
b = 1.0 mT: D = 2.982 mT, excess 14.15 %
b = 2.0 mT: D = 3.968 mT, excess 51.88 %.

At 2 mT the quadratic law gives 4.144 mT and is no longer a good correction. Also D is then slightly less than 2b = 4 mT, so the inversion has a second positive root, 0.033 mT, beside the true 2.6125 mT.

Without correction, the 1 mT reading would be converted to

α = (√3/2) × 2.982/323.22 = 0.00799

instead of 0.007. Inversion gives

D0 = [2.9822 + 2√(2.9822² − 3)]/3 mT = 2.6125 mT.

The motive for large modulation is signal. The extremum of S is 0.0572 of the peak absorption at b = 0.2 mT and 0.2595 at 1 mT. Fivefold modulation brings about 4.5 times the signal, at the price of the larger distortion. If an uncorrected width is to be at most 1 % too large, the full formula requires 2√(1 + q²) − 1 ≤ 1.01, or q ≤ √(1.005² − 1) ≈ 0.10. For this line b may then reach 0.26 mT.

**(e) A frequency sweep at constant modulation**

In this film model D0 is proportional to frequency. The excess width is

E = D − D0 = 2[√(D0² + b²) − D0],

and

dE/dD0 = 2[D0/√(D0² + b²) − 1] < 0.

The excess therefore falls as frequency rises. A least-squares line fitted to D has the slope of D0 plus the fitted slope of E. The latter is negative, because every pair of points has a smaller E at the higher frequency. The fitted damping is too small, although each individual width is too large. The line fitted to E has a positive mean and a negative slope, so its intercept at zero frequency is positive.

Take nine frequencies from 4 to 20 GHz with b held at 0.5 mT. The excess falls from 0.217 mT at 4 GHz to 0.045 mT at 20 GHz. A straight-line fit gives α = 0.00676, which is 3.4 % below the input, and an intercept of 0.207 mT. The model contains no inhomogeneous broadening, so this intercept is produced by the modulation. Correcting each width before the fit restores α = 0.00700 and removes the intercept to the printed precision.

**(f) Effects left out**

*Finite modulation frequency.* Near resonance, describe the precession by one complex amplitude a, with detuning field Δ = B − B_r:

(1/γ) da/dt = −[w − iΔ − ib cos Ωt] a + w.

Let β = Ω/γ and F(Δ) = w/(w − iΔ), whose real part is the absorption P with A = 1. To zeroth order in b, a = F. The first sidebands are

a±₁ = (ib/2) F(Δ)/(w − iΔ ± iβ).

Partial fractions turn them into

a₊₁ = (b/2β)[F(Δ) − F(Δ − β)]
a₋₁ = (b/2β)[F(Δ + β) − F(Δ)].

The in-phase signal is the real part of their sum:

S = (b/2β)[P(Δ + β) − P(Δ − β)] = bP′ + (bβ²/6)P‴ + …

Comparison with part (a) shows that β²/6 plays the part of b²/8, so b² is replaced by 4β²/3. The relative broadening is (4/3)(β/D0)². For 100 kHz, β = 3.4 μT and the broadening is 2.3 × 10⁻⁶. In the film the resonance frequency changes with field at least as fast as γ, since (2B + B_M)/2 ≥ √[B(B + B_M)]; the relevant β is then no larger than this. For this film dω/dB = 1.84γ, so β is smaller by that factor and the broadening at 100 kHz is 6.7 × 10⁻⁷. At 5 MHz and b = 0.005 D0, solving the amplitude equation with β = Ω/γ and many sidebands gives 0.00567, which is the 0.00565 of the leading law plus the q² = 0.000025 of the finite amplitude. The linearized film equations give 0.00167 at 5 MHz, the leading law divided by 1.84².

*Dispersion and calibration.* A detection phase error of 10° that mixes dispersion into the absorption changes the width recorded at b = 1 mT by 0.31 %. If b is taken 10 % too large in the correction, the recovered D0 is 3.4 % too small.

*Microwave power.* For a microwave amplitude of 5 μT, the in-plane precession angle at resonance is

b_rf(B_r + B_M)/[(2B_r + B_M)w] = 2.03 mrad.

Precession lowers the static magnetization by a fraction of the order of the angle squared. B_M times the angle squared is 4.1 μT, about 0.2 % of D0, but this greatly overstates the line shift. The demagnetizing energy is exactly quadratic in m_z, the variable conjugate to the in-plane angle, so the nonlinear terms scale with the static field and not with B_M. B_r times the angle squared is 0.4 μT, and integrating the undamped equation of motion gives a shift of about 0.05 μT. This is a line shift, not a calculated broadening, and it holds for uniform precession only; saturation through spin-wave instabilities and heating, which limit the power in real films, are not included.

*The real film.* The chosen α, μ0M and g are rough typical values for a Permalloy film. Real films can also have a spread of local resonance fields, which breaks the assumption of a single Lorentzian. With a Gaussian spread of 0.3 mT rms, chosen as an illustration, the width for b → 0 becomes 2.744 mT, and b = 1 mT raises it to 3.087 mT, an excess of 12.5 %. The Lorentzian inversion then returns a value 0.44 % below the unmodulated width. That residue comes from the line shape, since the inversion has no error for a Lorentzian. Two-magnon scattering, eddy currents and radiation into the microwave circuit can also contribute to the unmodulated width; they are not estimated here. Removing modulation broadening therefore gives the width of the line in the apparatus, which need not be due to intrinsic Gilbert damping alone. The remaining values are in the numerical output.

Numbers as computed

```
Quadratic coefficient, Lorentzian (symbolic): 1
Quadratic coefficient, Gaussian (symbolic): 1/2
Quadratic coefficient, Gaussian (numerical): 0.501
Power of excess in b, from q=0.05 and 0.1: 1.9973
Quartic coefficient estimated at q=0.2: -0.245
Damping alpha (input): 0.007
mu0*M (input): 1000 mT
g factor (input): 2.1
Microwave frequency (input): 9.5 GHz
gamma/2pi: 29.392 GHz/T
omega/gamma: 323.22 mT
Resonance field: 95.37 mT
Half width w: 2.2625 mT
True width D0: 2.6125 mT = 26.13 Oe
Rows: b, D numerical, D closed, D quadratic (mT); excess; signal/peak absorption
  0.2  2.6278  2.6278  2.6278  0.59 %  0.0572
  0.5  2.7074  2.7074  2.7082  3.63 %  0.1397
  1.0  2.9822  2.9822  2.9953  14.15 %  0.2595
  2.0  3.9678  3.9678  4.1436  51.88 %  0.4124
Example b = 1.0 mT: q = 0.3828, q^2 = 0.1465
Example recorded width: 2.9822 mT = 29.82 Oe
Example width after inversion: 2.6125 mT
Damping from uncorrected single width: 0.00799
Amplitude for 1 % overestimate: 0.2616 mT
Sweep: 4 to 20 GHz, 9 points, b = 0.5 mT
Sweep recorded width, first and last: 1.3166, 5.5454 mT
Sweep excess, first: 0.2166 mT
Sweep excess, last: 0.0454 mT
Sweep uncorrected damping: 0.00676 (-3.38 %)
Sweep uncorrected intercept: 0.2070 mT
Sweep corrected damping: 0.00700
Sweep corrected intercept, magnitude: 0.0000 mT
100 kHz modulation as a field: 3.40 microtesla
100 kHz relative broadening (leading law): 2.3e-06
5 MHz relative broadening, computed: 0.00567; law: 0.00565
10 degree dispersion, width change at b=1 mT: 0.31 %
Gaussian field spread (input, rms): 0.3 mT
With spread: width at b->0 2.7444 mT, at b=1 mT 3.0868 mT
With spread: overestimate 12.48 %
With spread: error left after inversion -0.44 %
b taken 10 % too large: error of corrected width -3.40 %
Microwave field amplitude (input): 5 microtesla
In-plane precession angle at resonance: 2.03 mrad
Nonlinear shift scale M*angle^2: 4.1 microtesla
```
